# Core-level alignment and potential gradients in charged insulating films

**Question**

I measure X-ray photoemission from an insulating film, 6 nm thick, on a grounded metal. The film charges positively under the beam, so its core levels appear at too high a binding energy. My correction is to pick one film line whose true position I know, shift the whole spectrum rigidly until that line is right, and read off everything else: a second film line, the substrate line, and the film–substrate separation that I need for the valence-band offset.

My reasoning is that charging adds one electrostatic potential to the sample, and one known line is enough to determine one unknown number. Is that sound? If the potential varies through the film, what happens to the separations between lines and to their widths, and how large are the effects?

**Answer**

The reasoning holds if the potential is the same wherever the detected electrons come from. A charged film on a grounded metal generally has a potential that varies with depth. The unknown is then a function, and each line reports its own average of that function. One shift can correct one average.

I use eV and nm, the natural units here. Let $z$ be the depth below the film surface, with the metal starting at $z=d$. Let $\phi(z)$ be the potential caused by charging, and $V(z)=e\phi(z)$ with $e>0$. The metal and the spectrometer are grounded, so $V(d)=0$. I take the charge to be steady and laterally uniform, and the film to be chemically homogeneous. Any interface dipole present without charging belongs to the true line positions, and band bending in the substrate is left out. I also take the true position of a film line to be independent of depth. This omits the screening of the core hole by its image charges, which lowers the binding energy near the metal and raises it near the vacuum surface even in an uncharged film. At distance $x$ from the metal the lowering is about $e^2/(16\pi\varepsilon x)$, or 0.09 eV at 1 nm for a relative permittivity of 4. In a real film of a few nanometres it can be comparable to the separation errors found below.

**Which potential does an electron report?**

Charging lowers the core level and the local vacuum level at depth $z$ by the same amount, $V(z)$. The kinetic energy with which the electron starts is therefore unchanged. On its way out it moves in the potential energy $-V$. Between the emission site and the surface its kinetic energy changes by

$$[-V(z)]-[-V(0)]=V(0)-V(z),$$

and between the surface and the grounded spectrometer by $-V(0)$. The sum is

$$\Delta K=-V(z).$$

The surface potential has cancelled: what counts is the potential at the emission site. Binding energy is photon energy minus kinetic energy minus a constant, so the line from depth $z$ appears at $E^0+V(z)$, where $E^0$ is its true position. Positive charging raises the apparent binding energy, as you observe.

**Where does the gradient come from?**

Suppose the film carries a number density $n_v$ of positive elementary charges in its volume and $n_s$ per unit area on its surface; negative values mean negative charge. With permittivity $\varepsilon$, Poisson's equation $\phi''=-en_v/\varepsilon$ becomes

$$V''=-a,\qquad a=\frac{e^2n_v}{\varepsilon}.$$

The field outside is negligible: a drop of 0.6 V over a millimetre is $6\times10^{-7}$ V/nm. Gauss's law at the surface then gives $-\varepsilon\phi'(0)=en_s$, or

$$V'(0)=-S,\qquad S=\frac{e^2n_s}{\varepsilon}.$$

One integration gives $V'(z)=-S-az$. A second, from $z$ to the grounded metal, gives

$$V(z)=-\int_z^d V'(z')\,dz'=S(d-z)+\frac a2\,(d^2-z^2).$$

With surface charge alone, $V=F(d-z)$ with a uniform gradient $F=S$.

**What does one line look like?**

Neglecting elastic scattering, the signal from depth $z$ is attenuated by $e^{-z/L}$, with $L=\lambda\cos\theta$. Here $\lambda$ is the attenuation length and $\theta$ the emission angle from the normal. I assume kinetic energies of hundreds of eV or more, so that charging does not noticeably alter $\lambda$. The normalized depth weight for line $i$ is

$$p_i(z)=\frac{e^{-z/L_i}}{\int_0^d e^{-z'/L_i}dz'}.$$

Let $g$ be the uncharged line shape including instrumental broadening, normalized, with zero mean and variance $\sigma_0^2$. The measured line is a sum over depths:

$$I_i(E)=\int_0^d p_i(z)\,g\big(E-E_i^0-V(z)\big)\,dz.$$

Write $E-E_i^0=y+V(z)$, where $y$ is distributed as $g$, and denote the average over $p_i$ by $\langle\cdot\rangle_i$. Since $y$ has zero mean, the cross term vanishes in the second moment:

$$\langle E-E_i^0\rangle=\langle V\rangle_i,\qquad
\langle(E-E_i^0)^2\rangle=\sigma_0^2+\langle V^2\rangle_i.$$

Subtracting the square of the first from the second gives the variance

$$\sigma_i^2=\sigma_0^2+\langle V^2\rangle_i-\langle V\rangle_i^2=\sigma_0^2+\mathrm{Var}_i(V).$$

So charging moves the centroid by the mean of $V$ and broadens the line by its spread. A rigid shift changes the first and cannot touch the second. I use a Gaussian $g$ below. A Lorentzian component has neither a defined mean nor a finite variance, so both moment formulas would fail, but the sum over depths would still apply.

**What is left after aligning one line?**

Align the centroid of line A by subtracting $\langle V\rangle_A$ from every energy. Line B then keeps the error

$$\delta_B=\langle V\rangle_B-\langle V\rangle_A.$$

This vanishes for uniform $V$. It also vanishes when A and B have equal $L$, because their depth weights are then identical. A gradient therefore does not change every separation: two film lines of equal $L$ keep their centroid separation, although both broaden.

For unequal $L$, the sign follows from asking how $\langle V\rangle$ depends on $k=1/L$. Write $\langle V\rangle=N/Z$ with $N=\int_0^d Ve^{-kz}dz$ and $Z=\int_0^d e^{-kz}dz$. Differentiating under the integrals gives $N'=-Z\langle zV\rangle$ and $Z'=-Z\langle z\rangle$, so

$$\frac{d\langle V\rangle}{dk}=\frac{N'}{Z}-\frac{N}{Z}\frac{Z'}{Z}=-\langle zV\rangle+\langle V\rangle\langle z\rangle=-\mathrm{Cov}(V,z).$$

The covariance can be written as

$$\mathrm{Cov}(V,z)=\frac12\iint p(z)p(z')\,[V(z)-V(z')]\,[z-z']\,dz\,dz'.$$

If $V$ falls with depth, the two brackets have opposite signs and the covariance is negative. Then $\langle V\rangle$ rises with $k$ and falls with $L$. The line with the longer escape length looks closer to the grounded metal and is shifted less.

**The uniform gradient in closed form**

For $V=F(d-z)$ we need the mean depth $m$ and the depth variance $s^2$. Both follow from

$$\ln Z=\ln(1-e^{-kd})-\ln k,$$

because each derivative with respect to $k$ brings down a factor $-z$. The first gives

$$m=-\frac{d\ln Z}{dk}=\frac1k-\frac{d\,e^{-kd}}{1-e^{-kd}}=L-\frac{d}{e^{d/L}-1}.$$

The second gives

$$s^2=\frac{d^2\ln Z}{dk^2}=-\frac{dm}{dk}=\frac1{k^2}-\frac{d^2e^{kd}}{(e^{kd}-1)^2}.$$

Since $e^{x}-1=2e^{x/2}\sinh(x/2)$, this is

$$s^2=L^2-\frac{d^2}{4\sinh^2(d/2L)}.$$

The centroid shift is $F(d-m_i)$. The separation error and the total variance are therefore

$$\delta_B=-F(m_B-m_A),\qquad \sigma_i^2=\sigma_0^2+F^2s_i^2.$$

In a thick film, $d\gg L$, the terms containing $d$ vanish exponentially, so $m\to L$ and $s\to L$. The error tends to $-F(L_B-L_A)$.

In a thin film, put $x=d/L\ll1$ and use $x/(e^x-1)=1-x/2+x^2/12-\dots$ to get

$$m=L\left[1-\frac{x}{e^x-1}\right]\approx\frac d2-\frac{d^2}{12L}.$$

Similarly $4\sinh^2(x/2)\approx x^2(1+x^2/12)$, so $s^2\approx L^2-L^2(1-x^2/12)=d^2/12$. Hence

$$\delta_B\approx-\frac{Fd^2}{12}\left(\frac1{L_A}-\frac1{L_B}\right),\qquad Fs\approx\frac{Fd}{\sqrt{12}}.$$

At fixed $F$ the separation error is second order in thickness and the added spread is first order. Both lines see nearly the whole film with nearly equal weights, so their averages agree while the potential still varies across it.

**Numbers for a 6 nm film**

Take round model values: $F=0.10$ eV/nm, $L_A=1$ nm, $L_B=3$ nm, and an intrinsic full width at half maximum of 1.00 eV, so $\sigma_0=0.425$ eV. The surface potential is $V(0)=0.10\times6=0.60$ eV. For a relative permittivity of 4, this gradient needs a surface charge of $2.2\times10^{12}$ elementary charges per cm².

The mean depths are $m_A=0.985$ nm and $m_B=2.061$ nm. The centroid shifts are

$$0.10\,(6-0.985)=0.50\ \text{eV},\qquad 0.10\,(6-2.061)=0.39\ \text{eV}.$$

After aligning A, line B is wrong by

$$\delta_B=-0.10\,(2.061-0.985)=-0.108\ \text{eV}\quad(-0.0040\ \text{hartree}).$$

The ratio $L_B/L_A=3$ is large and requires very different kinetic energies; for closer lengths such as 2.8 and 3.7 nm the same gradient gives only $\delta_B=-0.022$ eV. The substrate line was correct before the shift, since $V(d)=0$. It is now wrong by $-0.50$ eV: the correction has created its error.

The depth spreads are $s_A=0.954$ nm and $s_B=1.576$ nm, which add standard deviations of 0.095 and 0.158 eV. They combine in quadrature with the intrinsic width. For B,

$$\sigma_B=\sqrt{0.425^2+0.158^2}=0.453\ \text{eV}.$$

The full widths of the summed spectra are 1.02 eV for A and 1.07 eV for B. A potential drop of 0.60 eV thus widens the lines by only 2% and 7%. A fit with free widths could absorb that unnoticed, so for lines this wide a normal-looking width is weak evidence for a flat potential. Narrow lines are a sharper test: with an intrinsic full width of 0.3 eV, the same gradient would widen A by 17% and B by 59%.

**Does it matter if I align peak maxima?**

For the 1 eV wide lines used here, slightly, because the depth distribution is skewed. Let $v=V-\langle V\rangle$, and measure $y$ from the centroid. Expanding $I(y)=\langle g(y-v)\rangle$ gives

$$I=g+\tfrac12\langle v^2\rangle g''-\tfrac16\langle v^3\rangle g'''+\dots$$

At the maximum $I'=0$. For a Gaussian near $y=0$, $g'\approx-g(0)y/\sigma_0^2$ and $g''''\approx3g(0)/\sigma_0^4$. The $\langle v^2\rangle$ term contributes $\tfrac12\langle v^2\rangle g'''$, which is proportional to $y\langle v^2\rangle$ and so of higher order. What remains is

$$-\frac{y}{\sigma_0^2}-\frac{\langle v^3\rangle}{2\sigma_0^4}=0
\quad\Rightarrow\quad y\approx-\frac{\langle v^3\rangle}{2\sigma_0^2}=\frac{F^3\kappa_3}{2\sigma_0^2}.$$

The last step uses $v=-F(z-m)$, with $\kappa_3=\langle(z-m)^3\rangle$. One more derivative of $\ln Z$ gives

$$\kappa_3=-\frac{ds^2}{dk}=2L^3-\frac{d^3\cosh(d/2L)}{4\sinh^3(d/2L)}.$$

To this order $\sigma_0^2$ may be replaced by the total variance $\sigma^2$. With $\kappa_3=1.46$ and $2.66$ nm³, that version predicts maxima 0.004 and 0.006 eV above the centroids. The summed spectra give 0.0037 and 0.0075 eV, so the version with the total variance is somewhat low for B; with $\sigma_0^2$ the estimates are 0.0040 and 0.0074 eV. Aligning maxima leaves B wrong by $-0.104$ eV instead of $-0.108$ eV, so at this line width the choice of marker is not the source of the problem. For narrower lines it matters more: with an intrinsic full width of 0.3 eV, B would be wrong by $-0.064$ eV after aligning maxima, against $-0.108$ eV for centroids, and the expansion above is no longer reliable.

**Would a reference layer on the surface be better?**

A very thin layer on top of the film, such as adventitious carbon, sits at $V(0)=Fd$ if it shares the surface potential. Subtracting $Fd$ from all energies leaves film line $i$ with the error

$$F(d-m_i)-Fd=-Fm_i.$$

This is $-0.099$ eV for A and $-0.206$ eV for B, while the substrate line is off by $-0.60$ eV. Such a reference reports the potential at one depth, and the film lines come from others.

**What happens to the band offset?**

Let $E_i$ be a film core level, $E_s$ a substrate core level, and $E_v$ a valence-band edge, all as binding energies. The offset is obtained from

$$E_v^{\rm film}-E_v^{\rm sub}=(E_i-E_s)-(E_i-E_v)_{\rm film}+(E_s-E_v)_{\rm sub}.$$

The last two brackets come from separate reference samples, which I take to be free of gradients. The first bracket is measured on your charged film. A rigid shift cancels from it, so alignment can neither improve nor spoil it. Its error is the full film shift,

$$\langle V\rangle_i=F(d-m_i),$$

because the substrate line is unshifted while the film line is averaged over depths away from the interface. Your film's valence edge appears too deep by 0.50 eV if you use A and by 0.39 eV if you use B. Two different offsets from one interface are a useful warning, but the difference is small when the escape lengths are close: for 2.8 and 3.7 nm the errors are 0.40 and 0.38 eV. Their agreement would not establish that either is right, since lines of equal $L$ share the same error, and lines of unequal $L$ can do so too if the potential does not vary monotonically with depth.

**If the reference line has not moved, is charging absent?**

No. Let the volume hold positive charge and the surface negative charge, for instance trapped holes below electrons from a flood gun. Requiring $\langle V\rangle_A=0$ in the general potential gives

$$S(d-m_A)+\frac a2\big(d^2-\langle z^2\rangle_A\big)=0
\;\Rightarrow\;
S=-\frac{a}{2}\,\frac{d^2-s_A^2-m_A^2}{d-m_A},$$

where $\langle z^2\rangle=s^2+m^2$. For $a=0.050$ eV/nm²,

$$S=-0.025\times\frac{36-0.910-0.970}{5.015}=-0.170\ \text{eV/nm}.$$

At the same permittivity this corresponds to $1.1\times10^{19}$ positive charges per cm³ and $3.8\times10^{12}$ negative charges per cm² on the surface.

The potential is $-0.12$ eV at the surface, $+0.16$ eV in mid-film and zero at the metal. The centroid of A and the substrate line are both at their true positions, yet B is displaced by $+0.062$ eV. Here the line with the longer escape length is shifted more. That does not contradict the earlier rule, which required a potential falling with depth throughout.

The added standard deviations are 0.085 eV for A and 0.089 eV for B, but the full widths grow by only about 2%. Adjusting a flood gun until one line reads correctly can therefore leave a gradient in place.

**What can I do in practice?**

Compare film lines at matched kinetic energy, if the photon energy can be tuned separately for each. In a homogeneous film and at a fixed angle this makes their $L$ equal, and their centroid separation is then free of the gradient error, provided that $V(z)$ is the same in both measurements. Changing the photon energy can change the charging. For $L=1$ nm, a gradient of 0.09 instead of 0.10 eV/nm in the second measurement would already shift the separation by 0.05 eV. It does not repair the film–substrate separation, which still contains $F(d-m)$.

Vary the emission angle. In this model the true separations do not depend on angle, so a change points to a depth-dependent potential. Tilting reduces $L$ and hence $m$, because $dm/dk=-s^2<0$. If $F$ is positive and does not change on tilting, the film–substrate separation error therefore grows towards $Fd$.

The error between two film lines behaves less simply. In the thick-film limit it falls as $\cos\theta$; in the thin-film limit it grows as $1/\cos\theta$. Your film lies between these limits: the error stays within about 0.002 eV of its normal-emission value, $-0.108$ eV, up to 40°, and only then shrinks noticeably, to $-0.089$ eV at 60°. A moderate tilt would therefore reveal almost nothing in this separation, and even the difference of 0.019 eV at 60° requires good peak positions. In a real film, a surface layer of different chemistry or the depth-dependent image screening of the core hole can also make separations depend on angle, so the observation is not proof of charging by itself.

Finally, reduce the potential drop across the film and check that separations and widths stop changing. A lower photon flux can reduce the charge and hence the gradient. If the trapped charge is saturated, however, the gradient hardly responds to the flux, so stable line positions alone do not show that the potential is flat. A thinner film reduces the drop $Fd$ even if the gradient stays the same. If you must model what remains, fit all lines together with one $V(z)$ and their separate depth weights. A single rigid shift assumes the answer to the question you need to test. The numerical output below lists the main values for both charge distributions.

## Numbers as computed

```
film thickness d = 6.0 nm
gradient F = 0.10 eV/nm; surface V(0) = 0.60 eV
escape lengths L_A, L_B = 1.0, 3.0 nm
relative permittivity = 4.0
sheet density for F = 2.211e+12 cm^-2
intrinsic full width = 1.000 eV; sigma0 = 0.4247 eV
mean depths m_A, m_B = 0.9851, 2.0609 nm
depth spreads s_A, s_B = 0.9541, 1.5759 nm
third cumulants A, B = 1.459, 2.661 nm^3
centroid shifts A, B = 0.5015, 0.3939 eV
maximum shifts A, B = 0.5052, 0.4014 eV
added std dev A, B = 0.0954, 0.1576 eV
total std dev A, B = 0.4352, 0.4530 eV
full widths A, B = 1.0235, 1.0682 eV
Gaussian width estimates A, B = 1.0249, 1.0666 eV
-- after aligning the centroid of A --
error of B = -0.1076 eV = -0.003954 hartree
error of substrate line = -0.5015 eV
error of B if maxima are used = -0.1038 eV
-- after aligning a thin layer on the surface --
errors of A, B, substrate = -0.0985, -0.2061, -0.6000 eV
-- film-substrate separation (band offset) --
errors using A, B = 0.5015, 0.3939 eV
-- emission angle and thickness --
B-A separation error at 60 deg from normal = -0.0888 eV
thick-film limit of B-A error = -0.2000 eV
thin film, d = 0.5 nm: B-A error = -0.00138 eV
thin film: added std dev A, B = 0.01434, 0.01442 eV
-- opposite sheet and volume charges --
volume curvature a = 0.050 eV/nm^2
sheet gradient S = -0.1701 eV/nm
sheet density = -3.760e+12 cm^-2 (signed)
volume density = 1.105e+19 cm^-3 (signed)
V at surface, mid-film = -0.1205, 0.1647 eV
centroid shifts A, B = 0.0000, 0.0617 eV
added std dev A, B = 0.0849, 0.0885 eV
full widths A, B = 1.0201, 1.0219 eV
```
